# Why Dispersive Time-of-Flight Mobility Depends on Film Thickness

Take a film in which a carrier is repeatedly caught in traps, and let the number of traps at depth \(\varepsilon\) fall as \(e^{-\varepsilon/E_0}\). Choose the temperature so that \(E_0=2kT\). A carrier that crosses the film after \(n\) captures typically meets one trap so deep that its probability is about \(1/n\). The depth of that trap follows from \(e^{-\varepsilon/E_0}=1/n\), so \(\varepsilon=E_0\ln n\). Thermal release from it takes about

\[
\frac1\nu e^{\varepsilon/kT}=\frac1\nu n^{E_0/kT}=\frac{n^2}{\nu},
\]

where \(\nu\) is the release prefactor. Now double the thickness at fixed field. The number of captures doubles, but the longest stop becomes four times as long. If that stop sets the crossing time, the time quadruples while the distance doubles, and the mobility calculated from them is halved. The material is the same; the thicker film has given the carrier more chances to find a deep trap.

This estimate leaves two questions open: whether the many shorter stops spoil the argument, and whether the transit time read from a photocurrent follows the same law. Both can be answered in the full model.

## The model and its waiting times

A thin sheet of carriers starts at \(x=0\) in a film of thickness \(L\) under a uniform field \(F\). In the transport states it drifts at \(v=\mu_0F\). Capture occurs at random after a mean free time \(\tau_c\), and release from depth \(\varepsilon\) has rate \(\nu e^{-\varepsilon/kT}\). The normalized depth distribution is \(e^{-\varepsilon/E_0}/E_0\). Define

\[
\alpha=\frac{kT}{E_0}.
\]

Diffusion, space charge, trap filling and permanent loss are left out for now, and \(\mu_0,\tau_c,\nu,\alpha\) do not depend on field.

The probability of still being trapped a time \(t\) after capture is

\[
S(t)=\int_0^\infty\frac{d\varepsilon}{E_0}\,e^{-\varepsilon/E_0}
\exp\!\left(-\nu t\,e^{-\varepsilon/kT}\right).
\]

Put \(u=e^{-\varepsilon/kT}\). Then \(d\varepsilon=-kT\,du/u\) and \(e^{-\varepsilon/E_0}=u^\alpha\), so

\[
S(t)=\alpha\int_0^1u^{\alpha-1}e^{-\nu tu}\,du
=\alpha(\nu t)^{-\alpha}\int_0^{\nu t}y^{\alpha-1}e^{-y}\,dy .
\]

For \(\nu t\gg1\) the last integral tends to \(\Gamma(\alpha)\), and

\[
S(t)\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha}.
\]

The mean wait is the time integral of \(S\):

\[
w=\int_0^\infty S\,dt=\frac{\alpha}{\nu}\int_0^1u^{\alpha-2}\,du .
\]

It equals \(\alpha/[\nu(\alpha-1)]\) for \(\alpha>1\) and diverges for \(\alpha\le1\). Below \(\alpha=1\) there is thus no mean wait from which to build an ordinary trap-limited mobility.

## The distribution of crossing times

Let \(\psi(s)\) be the average of \(e^{-st}\) over one wait. A trap with release rate \(\nu u\) contributes \(\nu u/(s+\nu u)\), and one minus this is \(s/(s+\nu u)\). Hence

\[
1-\psi(s)=\alpha s\int_0^1\frac{u^{\alpha-1}}{s+\nu u}\,du
=\alpha\left(\frac s\nu\right)^{\alpha}
\int_0^{\nu/s}\frac{y^{\alpha-1}}{1+y}\,dy ,
\]

with \(u=(s/\nu)y\). Long times correspond to \(s\ll\nu\). For \(0<\alpha<1\) the upper limit may be sent to infinity once \((s/\nu)^{1-\alpha}\ll1\), which takes ever longer times as \(\alpha\) approaches one. The integral is then \(\pi/\sin\pi\alpha\):

\[
1-\psi(s)\simeq\frac{\pi\alpha}{\sin\pi\alpha}
\left(\frac s\nu\right)^\alpha .
\]

Without diffusion, the free time needed to cross is \(L/v\). Captures occur at random along it, so their number \(N\) is Poisson distributed with mean

\[
n=\frac{L}{v\tau_c}=\frac{L}{\mu_0F\tau_c}.
\]

The crossing time \(T\) is \(L/v\) plus \(N\) independent waits. Averaging over \(N\) gives

\[
\left\langle e^{-sT}\right\rangle
=e^{-sL/v}\sum_{N=0}^\infty\frac{e^{-n}n^N}{N!}\,\psi(s)^N
=\exp\!\left\{-\frac{sL}{v}-n[1-\psi(s)]\right\}.
\]

At small \(s\) the term linear in \(s\) is negligible beside \(s^\alpha\), because \(\alpha<1\). What remains is

\[
\left\langle e^{-sT}\right\rangle\simeq e^{-(st_L)^\alpha},
\qquad
t_L=\frac1\nu\left(\frac{n\pi\alpha}{\sin\pi\alpha}\right)^{1/\alpha}.
\]

Here \(s\) appears only in the product \(st_L\). Films of different thickness therefore share one distribution of \(T/t_L\), and each quantile of the crossing time grows as \(n^{1/\alpha}\propto(L/F)^{1/\alpha}\). The short stops, which the opening estimate ignored, have not altered the exponent.

## How much one trap matters

The depth of the deepest trap can be found for large \(n\). The number of traps deeper than \(\varepsilon\) is Poisson distributed with mean \(y=ne^{-\varepsilon/E_0}\), and the probability that there are none is \(e^{-y}\). Evaluated at the deepest trap, \(y\) is thus an exponential random variable of mean one. Since \(\varepsilon=E_0(\ln n-\ln y)\) and \(\langle-\ln y\rangle=0.577\ldots\), Euler's constant,

\[
\langle\varepsilon_{\max}\rangle=E_0(\ln n+0.577\ldots).
\]

The same reasoning applies to the waits. The mean number longer than \(M\) is \(nS(M)=BM^{-\alpha}\), with \(B=n\Gamma(1+\alpha)\nu^{-\alpha}\). If \(M\) is the longest wait, \(y=BM^{-\alpha}\) is again exponential with mean one. The other waits have density \(\alpha Bw'^{-1-\alpha}\) at duration \(w'<M\), so their mean sum for given \(M\) is

\[
\int_0^M w'\,\alpha B w'^{-1-\alpha}\,dw'
=\frac{\alpha}{1-\alpha}BM^{1-\alpha}
=\frac{\alpha}{1-\alpha}\,yM .
\]

Divide by \(M\), average over \(y\), and add one for the longest wait itself:

\[
\left\langle\frac{T}{M}\right\rangle=1+\frac{\alpha}{1-\alpha}
=\frac1{1-\alpha}.
\]

For \(\alpha=1/2\) the crossing lasts on average twice its longest stop, whatever the thickness, provided \(n\) is large. This is why the single-trap estimate gives the right power. As \(\alpha\) approaches one this large-\(n\) ratio grows without limit, though ever thicker films are needed to reach it, and the single trap loses its dominance.

## From arrivals to a measured transit time

At constant voltage, a carrier moving inside the film induces a current \(I=(e/L)\,d\langle x\rangle/dt\), where \(x\) stays at \(L\) after arrival. A carrier has passed \(x\) at time \(t\) if its arrival time \(T_x\) there is at most \(t\), so \(\langle x(t)\rangle=\int_0^LP(T_x\le t)\,dx\). Its time derivative contains the arrival-time density at \(x\). The transform of that density is \(e^{-zx/L}\), with \(z=(st_L)^\alpha\), because the number of captures is proportional to distance. Thus

\[
I(s)=\frac eL\int_0^Le^{-zx/L}\,dx=e\,\frac{1-e^{-z}}{z}.
\]

Early times correspond to large \(z\), where \(I(s)\simeq e(st_L)^{-\alpha}\). Since \(s^{-\alpha}\) is the transform of \(t^{\alpha-1}/\Gamma(\alpha)\),

\[
I_{\rm early}=\frac{e\,t^{\alpha-1}}{\Gamma(\alpha)\,t_L^\alpha}.
\]

Late times correspond to small \(z\), where \(I(s)=e(1-z/2+\cdots)\). The constant is a pulse at \(t=0\) and contributes nothing later. To invert \(s^\alpha\), write it as \(s\cdot s^{\alpha-1}\). The second factor belongs to \(t^{-\alpha}/\Gamma(1-\alpha)\), and the factor \(s\) differentiates it at \(t>0\), giving \(-\alpha t^{-1-\alpha}/\Gamma(1-\alpha)\). The two minus signs cancel:

\[
I_{\rm late}=\frac{e\alpha\,t_L^\alpha\,t^{-1-\alpha}}{2\Gamma(1-\alpha)}.
\]

On logarithmic axes these are straight lines of slopes \(\alpha-1\) and \(-1-\alpha\). Their crossing defines the transit time. Equating them and multiplying by \(\Gamma(\alpha)\,t_L^\alpha\,t^{1+\alpha}\) gives

\[
t^{2\alpha}=t_L^{2\alpha}\,\frac{\alpha\Gamma(\alpha)}{2\Gamma(1-\alpha)},
\qquad
t_{\rm tr}=t_L\left[\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/(2\alpha)} .
\]

The bracket does not contain \(L\) or \(F\). Therefore

\[
t_{\rm tr}\propto\left(\frac LF\right)^{1/\alpha},
\qquad
\mu_{\rm TOF}=\frac{L}{Ft_{\rm tr}}\propto
\left(\frac LF\right)^{1-1/\alpha}.
\]

The early current also shows the mechanism in time. It corresponds to a mean speed \(LI_{\rm early}/e=(L/t_L^\alpha)\,t^{\alpha-1}/\Gamma(\alpha)\). Because \(t_L^\alpha\propto L\), this speed at a given time is the same in every film that is still in its early regime. It falls as \(t^{\alpha-1}\) while carriers settle into deeper traps, and a thicker film follows the slowing for longer.

## Numbers for an amorphous silicon film

Holes in hydrogenated amorphous silicon are a standard case of band-tail trapping. Rough typical parameters are \(E_0=45\) meV, \(\mu_0=1\) cm²/Vs and \(\nu=10^{12}\) s⁻¹. Take \(T=300\) K and \(F=5\times10^4\) V/cm. Then \(kT=25.85\) meV, \(\alpha=0.5745\) and \(1/\alpha=1.741\).

The capture time follows from detailed balance. Let the density of states be \(g_0\) at the mobility edge, flat inside the band and exponential in the tail. The tail holds \(g_0E_0\) states, so a capture coefficient \(b\) gives \(1/\tau_c=bg_0E_0\). The band has effective density \(g_0kT\), and balance of capture and release in equilibrium requires \(\nu=bg_0kT\). Hence \(\nu\tau_c=kT/E_0=\alpha\), or \(\tau_c=0.574\) ps. The drift per capture is 0.287 nm, and a 1 µm film gives \(n=1000/0.287\approx3480\).

With \(\pi\alpha/\sin\pi\alpha=1.855\),

\[
t_L=10^{-12}\,{\rm s}\times(3481\times1.855)^{1.741}\approx4.29\ \mu{\rm s},
\]

\[
t_{\rm tr}=0.2612\,t_L=1.12\ \mu{\rm s},\qquad
\mu_{\rm TOF}=\frac{10^{-4}\ {\rm cm}}{(5\times10^4\ {\rm V/cm})(1.12\times10^{-6}\ {\rm s})}
=1.79\times10^{-3}\ {\rm cm^2/Vs}.
\]

By then 11 percent of the carriers have arrived: the kink marks the first substantial arrivals, not the typical one. At the same field, films of 2 and 4 µm give 3.74 and 12.5 µs, and mobilities of \(1.07\times10^{-3}\) and \(0.64\times10^{-3}\) cm²/Vs. Each doubling multiplies the time by \(2^{1.741}=3.34\). Doubling the field on the 1 µm film divides it by the same factor, to 0.335 µs.

Two independent calculations test these results. The first inverts the full transform numerically, without the small-\(s\) limit, and crosses tangents drawn at \(0.01t_L\) and \(10^4t_L\). It gives 1.127 µs for the 1 µm film, within 1 percent of the formula, and a thickness exponent of 1.741. The second follows 4000 carriers per case through drift, diffusion, capture and release. Median crossing times for 0.25 and 1 µm at \(5\times10^4\) V/cm give a thickness exponent of 1.754. Raising the field fourfold on the 1 µm film gives an inverse-field exponent of 1.732. In the 1 µm walk the deepest trap averages 0.393 eV, as the formula predicts, and the ratio of total time to longest dwell is 2.33 against 2.35.

## When the thickness dependence disappears

If the mean wait \(w\) is finite and \(n\) is large, the law of large numbers makes the crossing time \(L/v+nw=(L/v)(1+w/\tau_c)\). The mobility is then

\[
\mu=\frac{\mu_0}{1+w/\tau_c},
\]

which contains no thickness. Two examples show how this regime can be reached.

A steep tail has \(\alpha>1\). With \(w=\alpha/[\nu(\alpha-1)]\) and \(\tau_c=\alpha/\nu\), the ratio \(w/\tau_c\) is \(1/(\alpha-1)\), so \(\mu=\mu_0(\alpha-1)/\alpha\). For \(E_0=10\) meV at 300 K this is 0.613 cm²/Vs. The random walk gives 0.612 cm²/Vs at 1 µm and a thickness exponent of 1.004 for the crossing time. Closer to \(\alpha=1\) the formula needs a much thicker film. Traps with \(e^{-\varepsilon/E_0}<1/n\), which a typical crossing misses, supply a fraction \(n^{-(1-1/\alpha)}\) of the mean wait. For \(E_0=25\) meV, with the other parameters unchanged, that is 78 percent at 1 µm, so the mobility there is well above the formula and still depends on thickness.

The other way is a tail that ends at some depth \(\varepsilon_c\). Averaging \(e^{\varepsilon/kT}/\nu\) over the shortened distribution gives

\[
w=\frac{1}{\nu}\,\frac{\alpha}{1-\alpha}\,
\frac{e^{\varepsilon_c(1/kT-1/E_0)}-1}{1-e^{-\varepsilon_c/E_0}} .
\]

For \(E_0=45\) meV and \(\varepsilon_c=0.20\) eV, with \(\tau_c\) held fixed, the formula yields 0.0160 cm²/Vs; the walk yields 0.0161 cm²/Vs and an exponent of 1.02. Dispersion ends because the carrier meets traps near the cutoff many times: in the 1 µm film the mean number of captures within \(kT\) of the cutoff is \(n(e^{\alpha}-1)/(e^{\varepsilon_c/E_0}-1)\approx32\). The power law thus requires a tail that continues well beyond the average depth of the deepest trap in a crossing, here about 0.39 eV.

## What a real film changes

Apparent hole mobilities of roughly \(10^{-3}\) to \(10^{-2}\) cm²/Vs are typical of this material near room temperature, so the example lies in the right regime. Real tails need not be exactly exponential, and real films also contain deep defects that hold carriers beyond the measurement. Let \(L_s\) be the drift range before such loss and \(a=L/L_s\). Survival to \(x\) adds a factor \(e^{-x/L_s}\), which replaces \(z\) by \(z+a\) in the current. Expanding \((1-e^{-y})/y\) about \(y=a\), the late coefficient \(1/2\) becomes

\[
c(a)=\frac{1-(1+a)e^{-a}}{a^2},
\]

while the early line, where \(z\gg a\), is unchanged. The crossing time is multiplied by \([2c(a)]^{1/(2\alpha)}\). For a rough mobility–lifetime product of \(10^{-8}\) cm²/V, \(L_s=5\) µm. With both lines taken in their limits, the transit time drops from 1.12 to 1.00 µs at 1 µm and from 12.5 to 8.0 µs at 4 µm. The apparent thickness exponent between them falls from 1.74 to 1.50, and reading it as \(1/\alpha\) would give \(\alpha=0.67\) instead of 0.57. The size of the shift depends on where the tangents are drawn: at \(0.01t_L\) the loss already steepens the early current, and the exponent falls only to about 1.6.

Field dependence can fail separately. If an empty trap were charged and attracted the carrier, the field would lower its barrier, most strongly along the field direction, by up to \(\Delta=\sqrt{eF/(\pi\epsilon_0\epsilon_r)}\) (in volts, equal to the energy in eV), the Poole–Frenkel effect. With \(\epsilon_r=11.7\), \(\Delta\) is 49.6 meV. Applying this full lowering in every direction gives an upper estimate, in which release is 6.8 times faster. At fixed \(\tau_c\) the transit time gains a factor \(e^{-\Delta/kT}\). Since \(\Delta\propto\sqrt F\), the local inverse-field exponent in this estimate becomes \(1/\alpha+\Delta/(2kT)=2.70\), while the thickness exponent at fixed field remains 1.74. Valence-tail states are usually taken to be neutral when they hold no hole, in which case this long-range attraction is absent. Comparing thickness at fixed field with field at fixed thickness is therefore a more searching test than varying either alone.

Temperature matters because it enters the exponent: going from 300 to 310 K, with \(\mu_0\) and \(\nu\) fixed and \(\tau_c=\alpha/\nu\), shortens the transit time by 37 percent. Two other corrections are small here: diffusion shortens the calculated median arrival in the 1 µm film by 0.3 percent if carriers may wander behind \(x=0\), and by about 1.2 percent if a blocking contact there reflects them (the extra part is close to \(kT/(\alpha eFL)\approx0.9\) percent), and an injected density of \(10^9\) cm⁻² changes the field by 0.3 percent.

A mobility quoted for a film in this regime needs its thickness, field and temperature beside it. Within the model's conditions, the quantities that carry over to another thickness are \(\alpha\), \(\nu\) and the drift per capture at the given field.

## Computed values

```
INPUTS (rough, holes in a-Si:H)
temperature 300 K; tail width 45 meV
mu0 1.0 cm2/Vs; nu 1.0e+12 1/s; field 5.0e+04 V/cm
kT 25.85 meV; alpha 0.5745; 1/alpha 1.741
capture time 0.574 ps
drift per capture 0.287 nm
ONE-MICROMETRE FILM
mean captures: formula 3481, walk 3486
free crossing time 2.00 ns
scale time t_L 4.288 us
ratio t_tr/t_L 0.2612
fraction arrived by t_tr 0.1098
mean deepest trap: formula 0.393 eV, walk 0.393 eV
mean total/longest dwell: formula 2.350, walk 2.328
TRANSIT TIMES AND APPARENT MOBILITIES
L 1 um: t formula 1.120 us, tangents 1.127 us, mu 1.785e-03 cm2/Vs
L 2 um: t formula 3.744 us, tangents 3.765 us, mu 1.068e-03 cm2/Vs
L 4 um: t formula 12.512 us, tangents 12.581 us, mu 6.394e-04 cm2/Vs
L 1 um, doubled field: t formula 0.335 us, tangents 0.337 us
early, late log slopes at 1 um -0.4260, -1.5750
tangent exponents: thickness 1.741, inverse field 1.740
walk exponents: thickness 1.754, inverse field 1.732
mobility thickness exponent 1-1/alpha -0.741
250 K, 1 um: alpha 0.4787, t formula 21.14 us, tangents 21.06 us
CONTROLS: walk exponent, walk mobility, formula mobility (cm2/Vs)
tail width 10 meV, alpha 2.585: 1.0043, 0.6122, 0.6132
tail cut at 0.20 eV: 1.0194, 0.0161, 0.0160
NEGLECTED EFFECTS AT 1 um UNLESS STATED
median arrival: drift only 4.300 us, with diffusion 4.286 us, walk 4.445 us
deep trapping: rough mu-tau 1e-08 cm2/V, range 5.0 um
  t_tr with loss: 1 um 0.999 us, 4 um 7.993 us
  apparent thickness exponent with loss 1.500
Poole-Frenkel if charged (eps_r 11.7): 49.6 meV, rate factor 6.82
  apparent inverse-field exponent 2.700
assisted tunnelling raises release rate by 0.46 percent
energy gained per capture 1.436 meV
injected sheet density 1.0e+09 1/cm2: field change 0.31 percent
edge density of states, rough 1e+21 1/(cm3 eV): deep-site occupation 6.6e-04
t_tr(310 K)/t_tr(300 K) 0.632
```
